# MOSFET current with a field-dependent carrier velocity: test program

```python
"""Long-channel MOSFET current with velocity v = mu*E/(1 + E/Ec).

Result under test, for drain voltage VD up to Vsat:
  I    = (W/L)*mu*C*(U*VD - m*VD**2/2)/(1 + VD/(Ec*L))
  Vsat = Ec*L*(sqrt(1 + 2*U/(m*Ec*L)) - 1)
  Isat = W*C*mu*Ec*(U - m*Vsat) = (W/L)*mu*C*m*Vsat**2/2
W, L: channel width and length; C: oxide capacitance per area;
U: gate overdrive; mu: low-field mobility; Ec: critical field;
E: magnitude of the field along the channel; m: body factor.
The independent road inverts v(E) numerically at each potential V and
finds the current for which the integral of dV/E equals L.
All quantities are in SI units unless a printed label says otherwise.
"""
import math
from scipy.constants import e as q, epsilon_0
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

# Chosen model parameters
W, L, t_ox = 10e-6, 1e-6, 5e-9
mu, Ec, U = 0.04, 2e6, 2.0
doping, psi = 1e23, 0.85
eps_s, eps_ox = 12 * epsilon_0, 4 * epsilon_0

C = eps_ox / t_ox
vsat = mu * Ec
depth = math.sqrt(2 * eps_s * psi / (q * doping))
m = 1 + eps_s / (C * depth)


def charge_linear(V):
    return C * (U - m * V)


def charge_full(V):
    k = math.sqrt(2 * eps_s * q * doping)
    return C * (U - V) - k * (math.sqrt(psi + V) - math.sqrt(psi))


def velocity(E):
    return mu * E / (1 + E / Ec)


def field_numeric(I, V, charge=charge_linear):
    """Field that carries current I at potential V, by root search."""
    needed = I / (W * charge(V))
    log_ratio = brentq(lambda s: velocity(Ec * math.exp(s)) / needed - 1,
                       math.log(1e-9), math.log(1e12), xtol=1e-13)
    return Ec * math.exp(log_ratio)


def length_numeric(I, VD, charge=charge_linear, start=0.0):
    return quad(lambda V: 1 / field_numeric(I, V, charge), start, VD,
                epsabs=0, epsrel=1e-9)[0]


def current_numeric(VD, charge=charge_linear):
    top = W * charge(VD) * vsat
    ratio = brentq(lambda r: length_numeric(r * top, VD, charge) / L - 1,
                   1e-3, 1.0, xtol=1e-12)
    return ratio * top


def current_formula(VD):
    return W / L * mu * C * (U * VD - m * VD**2 / 2) / (1 + VD / (Ec * L))


def current_constant_mobility(VD):
    return W / L * mu * C * (U * VD - m * VD**2 / 2)


def vsat_formula(length):
    VL = Ec * length
    return VL * (math.sqrt(1 + 2 * U / (m * VL)) - 1)


def vsat_numeric(length):
    """Drain voltage at which the drain velocity just reaches vsat."""
    def mismatch(V):
        return length_numeric(W * charge_linear(V) * vsat, V) / length - 1
    return brentq(mismatch, 1e-3, U / m * (1 - 1e-6), xtol=1e-13)


# Body factor against the slope of the full charge at the source
h = 1e-4
slope = -(charge_full(h) - charge_full(-h)) / (2 * h * C)
assert abs(slope - m) < 1e-6

# Current formula against the numerical channel solution
Vs = vsat_formula(L)
voltages = [0.1, 0.25, 0.5, 1.0]
for VD in voltages + [0.99 * Vs]:
    assert abs(current_numeric(VD) / current_formula(VD) - 1) < 1e-7

# General charge integral, and the cost of linearising the charge
VD = 1.0
I_full = current_numeric(VD, charge_full)
integral = quad(charge_full, 0, VD)[0]
I_general = W * mu / L * integral / (1 + VD / (Ec * L))
assert abs(I_full / I_general - 1) < 1e-7
I_op = current_formula(VD)
linear_error = 1 - I_op / I_full
assert 0 < linear_error < 0.05

# Potential and field inside the channel at VD = 1 V
I_num = current_numeric(VD)
path = solve_ivp(lambda s, y: [L * field_numeric(I_num, y[0])], (0, 1), [0.0],
                 t_eval=[0.25, 0.5, 0.75, 1.0], rtol=1e-9, atol=1e-11)
assert path.success
i_red = I_op / (W * mu * C)
a = U - i_red / Ec


def potential_formula(x):
    return (a - math.sqrt(a**2 - 2 * m * i_red * x)) / m


def field_formula(V):
    return i_red / (a - m * V)


for s, V in zip(path.t, path.y[0]):
    assert abs(V - potential_formula(s * L)) < 1e-6
    assert abs(field_numeric(I_num, V) / field_formula(V) - 1) < 1e-5

# Saturation point: drain velocity limit and peak of the formula
Vs_num = vsat_numeric(L)
peak = minimize_scalar(lambda V: -current_formula(V) * 1e3,
                       bounds=(0.1, U / m), method="bounded",
                       options={"xatol": 1e-9})
assert abs(Vs_num / Vs - 1) < 1e-7
assert abs(peak.x / Vs - 1) < 1e-5   # a flat maximum limits the accuracy
Isat = W * C * vsat * (U - m * Vs)
assert abs(Isat / (-peak.fun * 1e-3) - 1) < 1e-8
assert abs(Isat / (W / L * mu * C * m * Vs**2 / 2) - 1) < 1e-10

# Above Vsat even the largest allowed current needs a longer channel
V_beyond = 1.6
assert Vs < V_beyond < U / m
shortest = length_numeric(W * charge_linear(V_beyond) * vsat, V_beyond)
assert shortest > L
v_beyond = current_formula(V_beyond) / (W * charge_linear(V_beyond))
assert v_beyond > vsat

# Potential and field at saturation, from numerical distances to the drain
for fraction in [0.0, 0.5, 0.9, 0.98]:
    V = fraction * Vs
    distance = length_numeric(Isat, Vs, start=V)
    E_near = Vs / (2 * math.sqrt(L * distance))
    assert abs(field_numeric(Isat, V) / E_near - 1) < 1e-5
    assert abs(Vs * (1 - math.sqrt(distance / L)) - V) < 1e-6

# Weak and strong velocity saturation, using the numerical saturation point
L_long, L_short = 1e-3, 1e-9
u_long, u_short = U / (m * Ec * L_long), U / (m * Ec * L_short)
I_long = W * vsat * charge_linear(vsat_numeric(L_long))
square_law = W * mu * C * U**2 / (2 * m * L_long)
assert abs((1 - I_long / square_law) / u_long - 1) < 0.01
I_short = W * vsat * charge_linear(vsat_numeric(L_short))
ratio_short = I_short / (W * C * vsat * U)
assert abs(ratio_short - (1 - math.sqrt(2 / u_short))) < 2 / u_short

# Neglected charge eps_s*depth*dE/dx relative to the channel charge
E_drain = field_formula(VD)
gradient = m * E_drain**3 / i_red
dV = 1e-4
gradient_num = E_drain * (field_numeric(I_op, VD + dV)
                          - field_numeric(I_op, VD - dV)) / (2 * dV)
assert abs(gradient_num / gradient - 1) < 1e-5
neglected = eps_s * depth * gradient / charge_linear(VD)


def neglected_at_saturation(distance):
    E = Vs / (2 * math.sqrt(L * distance))
    return eps_s * depth * E / (2 * distance) / (Isat / (W * velocity(E)))


s_one = brentq(lambda s: neglected_at_saturation(s) - 1, 1e-11, L, xtol=1e-16)
s_tenth = brentq(lambda s: neglected_at_saturation(s) - 0.1, 1e-11, L,
                 xtol=1e-16)
assert s_one < s_tenth < L

print(f"Width W = {W*1e6:.1f} um")
print(f"Length L = {L*1e6:.1f} um")
print(f"Oxide thickness = {t_ox*1e9:.1f} nm")
print(f"Mobility mu = {mu:.3f} m^2/(V s)")
print(f"Critical field Ec = {Ec*1e-6:.2f} V/um")
print(f"Overdrive U = {U:.2f} V")
print(f"Doping = {doping:.1e} m^-3")
print(f"Source surface potential = {psi:.2f} V")
print(f"Relative permittivity, semiconductor = {eps_s/epsilon_0:.1f}")
print(f"Relative permittivity, oxide = {eps_ox/epsilon_0:.1f}")
print(f"Oxide capacitance C = {C*1e3:.4f} mF/m^2")
print(f"Depletion depth at source = {depth*1e9:.2f} nm")
print(f"Body factor m = {m:.5f}")
print(f"Saturation velocity mu*Ec = {vsat:.3e} m/s")
print(f"Ec*L = {Ec*L:.3f} V")
print(f"Prefactor W*mu*C/L = {W*mu*C/L*1e3:.4f} mA/V^2")
for V in voltages:
    print(f"VD = {V:.2f} V: I formula = {current_formula(V)*1e3:.5f} mA")
    print(f"  I numerical = {current_numeric(V)*1e3:.5f} mA")
    print(f"  I constant mobility = {current_constant_mobility(V)*1e3:.5f} mA")
print(f"I at 1 V, full depletion charge = {I_full*1e3:.5f} mA")
print(f"Linearised current too low by = {linear_error*100:.3f} %")
print(f"Field at source, VD = 1 V: {field_formula(0)*1e-6:.4f} V/um")
print(f"Field at drain, VD = 1 V: {E_drain*1e-6:.4f} V/um")
print(f"Potential at L/2, VD = 1 V: {potential_formula(L/2):.4f} V")
print(f"Neglected/channel charge at drain, VD = 1 V: {neglected:.5f}")
print(f"Vsat formula = {Vs:.5f} V")
print(f"Vsat numerical = {Vs_num:.5f} V")
print(f"Isat = {Isat*1e3:.5f} mA")
print(f"Constant-mobility pinch-off voltage U/m = {U/m:.5f} V")
I_square = W * mu * C * U**2 / (2 * m * L)
print(f"Constant-mobility saturation current = {I_square*1e3:.5f} mA")
print(f"Isat / constant-mobility value = {Isat/I_square:.4f}")
print(f"Source field at saturation = {Vs/(2*L)*1e-6:.4f} V/um")
print(f"Formula at {V_beyond:.1f} V = {current_formula(V_beyond)*1e3:.5f} mA")
print(f"  drain velocity it needs / vsat = {v_beyond/vsat:.4f}")
print(f"  shortest channel allowed = {shortest*1e6:.4f} um")
print(f"At Vsat, charge ratio 0.1 at {s_tenth*1e9:.2f} nm from drain")
print(f"At Vsat, charge ratio 1 at {s_one*1e9:.2f} nm from drain")
print(f"Long limit: u = {u_long:.3e}, I/square law = {I_long/square_law:.6f}")
print(f"Short limit: u = {u_short:.2f}, I/(W C vsat U) = {ratio_short:.5f}")
print(f"  leading estimate 1-sqrt(2/u) = {1-math.sqrt(2/u_short):.5f}")
print("all good")
```

Printed output:

```
Width W = 10.0 um
Length L = 1.0 um
Oxide thickness = 5.0 nm
Mobility mu = 0.040 m^2/(V s)
Critical field Ec = 2.00 V/um
Overdrive U = 2.00 V
Doping = 1.0e+23 m^-3
Source surface potential = 0.85 V
Relative permittivity, semiconductor = 12.0
Relative permittivity, oxide = 4.0
Oxide capacitance C = 7.0834 mF/m^2
Depletion depth at source = 106.18 nm
Body factor m = 1.14127
Saturation velocity mu*Ec = 8.000e+04 m/s
Ec*L = 2.000 V
Prefactor W*mu*C/L = 2.8333 mA/V^2
VD = 0.10 V: I formula = 0.52429 mA
  I numerical = 0.52429 mA
  I constant mobility = 0.55050 mA
VD = 0.25 V: I formula = 1.16944 mA
  I numerical = 1.16944 mA
  I constant mobility = 1.31562 mA
VD = 0.50 V: I formula = 1.94331 mA
  I numerical = 1.94331 mA
  I constant mobility = 2.42914 mA
VD = 1.00 V: I formula = 2.69992 mA
  I numerical = 2.69992 mA
  I constant mobility = 4.04987 mA
I at 1 V, full depletion charge = 2.71864 mA
Linearised current too low by = 0.689 %
Field at source, VD = 1 V: 0.6255 V/um
Field at drain, VD = 1 V: 2.4927 V/um
Potential at L/2, VD = 1 V: 0.3617 V
Neglected/channel charge at drain, VD = 1 V: 0.03441
Vsat formula = 1.31809 V
Vsat numerical = 1.31809 V
Isat = 2.80898 mA
Constant-mobility pinch-off voltage U/m = 1.75243 V
Constant-mobility saturation current = 4.96523 mA
Isat / constant-mobility value = 0.5657
Source field at saturation = 0.6590 V/um
Formula at 1.6 V = 2.73759 mA
  drain velocity it needs / vsat = 2.7770
  shortest channel allowed = 4.1986 um
At Vsat, charge ratio 0.1 at 35.65 nm from drain
At Vsat, charge ratio 1 at 8.79 nm from drain
Long limit: u = 8.762e-04, I/square law = 0.999125
Short limit: u = 876.22, I/(W C vsat U) = 0.95335
  leading estimate 1-sqrt(2/u) = 0.95222
all good
```
